# Friedel Sum Rule, Density Oscillations and Image Energies in Metallic Supercells

An impurity in a metal is screened within a short distance, so one might expect the energy of a periodic impurity supercell to settle quickly as the cell grows. At zero temperature, where the Fermi edge is sharp, it does not settle exponentially. After the Coulomb tail has gone, an energy remains that changes sign with cell size and whose scale falls only as the inverse cell volume. Two properties of the Fermi sea are involved: the phase shifts at the Fermi level fix how much charge the impurity attracts, and the sharp Fermi edge leaves a density ripple through which periodic images interact. This appendix derives both and gives the resulting image energy.

## 1. Model and conventions

Hartree atomic units are used. Independent (Kohn–Sham) electrons with spin degeneracy 2 fill a free-electron band up to $k_F$ at zero temperature. The impurity is a bounded, spherical, short-range potential $V(r)$. The radial functions $u_l(k,r)$, equal to $r$ times the radial wavefunction, obey

$$u_l''=\left[\frac{l(l+1)}{r^2}+2V-k^2\right]u_l,\qquad u_l(k,0)=0. \tag{1}$$

Far outside, $u_l\to\sin\theta$ with $\theta=kr-l\pi/2+\delta_l(k)$. The phase shift is continuous in $k$ and $\delta_l(\infty)=0$. With unit amplitude, $\int u_l(k)u_l(k')\,dr=\frac{\pi}{2}\delta(k-k')$, so a sum over states carries $(2/\pi)\,dk$. Since $\sum_m|Y_{lm}|^2=(2l+1)/4\pi$, the density change from continuum states, including spin, is

$$\delta n(r)=\sum_l\frac{2l+1}{\pi^2r^2}\int_0^{k_F}\!dk\,\left(u_l^2-u_{l,0}^2\right), \tag{2}$$

where $u_{l,0}$ is the free solution.

## 2. The sum rule

Differentiate (1) with respect to $k$, multiply by $u$, and subtract (1) multiplied by $\partial_ku$. The bracket cancels:

$$\frac{d}{dr}\left(u\,\partial_ku'-u'\,\partial_ku\right)=-2k\,u^2 .$$

Both $u$ and $\partial_ku$ vanish at the origin. Integration to a large radius $R$ gives

$$\int_0^R u^2dr=\frac{1}{2k}\left(u'\partial_ku-u\,\partial_ku'\right)_R .$$

Insert $u=\sin\theta$, $u'=k\cos\theta$, $\partial_ku=\theta_k\cos\theta$ and $\partial_ku'=\cos\theta-k\theta_k\sin\theta$, with $\theta_k=R+d\delta_l/dk$:

$$\int_0^R u_l^2dr=\frac12\left(R+\frac{d\delta_l}{dk}\right)-\frac{\sin2\theta}{4k}. \tag{3}$$

Subtracting the free case removes $R/2$. The oscillating terms leave $-(-1)^l\sin\delta_l\cos(2kR+\delta_l)/(2k)$. Without a zero-energy resonance $\sin\delta_l/k$ is bounded, so the $k$ integral of this term vanishes as $R\to\infty$.

The sine form fails for $kR\lesssim l$, but this region is harmless. There $\sin\delta_l\propto k^{2l+1}$, and the exact boundary terms are of order $k^{2l}$ or smaller. Integrated up to $k\sim1/R$ they give at most order $R^{-2l-1}$.

Multiplying by $2(2l+1)(2/\pi)$ and integrating over $k$ gives the continuum contribution

$$\Delta N_c=\frac2\pi\sum_l(2l+1)\left[\delta_l(k_F)-\delta_l(0)\right]. \tag{4}$$

Bound states supply the missing constant. At each $r$, completeness of the states with and without $V$ requires

$$\frac2\pi\int_0^\infty dk\,(u_l^2-u_{l,0}^2)+\sum_b u_{l,b}^2=0,$$

with normalized bound functions $u_{l,b}$. Integrating over $r$ by the same identity gives $[\delta_l(\infty)-\delta_l(0)]/\pi+n_l=0$, where $n_l$ is the number of bound radial levels. Hence $\delta_l(0)=\pi n_l$, which is Levinson's theorem. Filled bound levels hold $2\sum_l(2l+1)n_l$ electrons, which cancels the lower limit in (4):

$$\boxed{\Delta N=\frac2\pi\sum_l(2l+1)\,\delta_l(k_F)} \tag{5}$$

Equation (5) counts displaced electrons for any potential of the stated kind. It equals the excess impurity charge $Z$ if the potential is the screened one: a net charge inside a large sphere would leave a long-range field, to which the metal would respond until the field vanished. The host far away fixes $k_F$. Thus $\Delta N=Z$ is a condition on the self-consistent potential, and an arbitrary model potential need not satisfy it.

## 3. The density tail

Outside the potential, to leading order in $1/r$,

$$u_l^2-u_{l,0}^2=\sin^2(\theta_0+\delta_l)-\sin^2\theta_0=\sin\delta_l\sin(2\theta_0+\delta_l),$$

where $\theta_0=kr-l\pi/2$. Since $2\theta_0=2kr-l\pi$, this equals $(-1)^l\sin\delta_l\sin(2kr+\delta_l)$. Define

$$S(k)=\sum_l(2l+1)(-1)^le^{i\delta_l}\sin\delta_l . \tag{6}$$

This is $k$ times the backward scattering amplitude. Equation (2) becomes

$$\delta n=\frac{1}{\pi^2r^2}\,\mathrm{Im}\int_0^{k_F}S(k)e^{2ikr}dk .$$

Integration by parts gives $S(k_F)e^{2ik_Fr}/(2ir)$ from the upper limit and zero from the lower, because $S(0)=0$. The remaining integral is smaller by $1/r$. Since $\mathrm{Im}(z/i)=-\mathrm{Re}\,z$,

$$\boxed{\delta n(r)\to-\frac{\mathrm{Re}\left[S(k_F)e^{2ik_Fr}\right]}{2\pi^2r^3}} \tag{7}$$

The ripple is therefore a cosine of $2k_Fr$ with an added phase, $\arg S$. Bound states contribute nothing to this power law, as their density decays exponentially. The derivation needs a sharp edge, a spherical Fermi surface and a potential of short range.

The last condition matters for the coefficient. A self-consistent potential carries a ripple of its own, which also scatters electrons and changes the amplitude. In the linear response of Section 4, the density change is $\rho(1-1/\epsilon)$, and its singular part at $2k_F$ contains $1/\epsilon^2$, whereas (7) with the first-order $S$ of the screened potential contains only $1/\epsilon$. The true ripple is then (7) divided by $\epsilon(2k_F)$.

Temperature blurs the edge. The thermal density is the zero-temperature one averaged over Fermi energies with weight $-f'(\varepsilon)$, where $f$ is the Fermi function and $\varepsilon$ is measured from the chemical potential. Near the edge $k\simeq k_F+\varepsilon/k_F$, so the ripple acquires the average of $e^{2i\varepsilon r/k_F}$. With $y=\varepsilon/k_BT$ and $a=2k_BTr/k_F$, this is

$$I=\int_{-\infty}^{\infty}\frac{e^{iay}}{4\cosh^2(y/2)}dy .$$

Shifting the contour by $2\pi i$ multiplies the integrand by $e^{-2\pi a}$ and encloses the double pole at $y=i\pi$, whose residue is $-ia\,e^{-\pi a}$. Hence $I(1-e^{-2\pi a})=2\pi a\,e^{-\pi a}$, and

$$I=\frac{X}{\sinh X},\qquad X=\pi a=\frac{2\pi k_BT\,r}{k_F}. \tag{8}$$

## 4. Interaction of two screened impurities

An interaction energy must not count the electron–electron repulsion twice. For weak impurities this can be settled within linear response and the random-phase approximation (RPA), which omits exchange and correlation in the response.

Let $\rho(q)$ be the Fourier transform of the impurity charge density, with $\rho(0)=Z$, let $v_c=4\pi/q^2$, and let $\chi_0<0$ be the free-electron response. For each wavevector the energy quadratic in the electron density change $\delta n$ is

$$E=\tfrac12\left(v_c-\chi_0^{-1}\right)|\delta n|^2-v_c\,\mathrm{Re}(\rho^*\delta n)+\tfrac12v_c|\rho|^2 .$$

Its minimum lies at $\delta n=v_c\rho/(v_c-\chi_0^{-1})$. Substitution gives

$$E=\tfrac12\,w(q),\qquad w(q)=\frac{4\pi|\rho(q)|^2}{q^2\epsilon(q)},\qquad \epsilon=1-v_c\chi_0 . \tag{9}$$

For two equal impurities at separation $R$, the cross terms give a pair energy $W(R)$ that is the inverse Fourier transform of $w(q)$.

The response follows from first-order perturbation theory. The two mixings $\mathbf k\to\mathbf k\pm\mathbf q$ contribute equally, so with spin

$$-\chi_0=4\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\frac{1}{q^2/2+\mathbf k\cdot\mathbf q}
=\frac{1}{\pi^2q}\int_0^{k_F}k\ln\left|\frac{q+2k}{q-2k}\right|dk ,$$

with the principal value understood. An antiderivative of the last integrand is $(k^2/2-q^2/8)\ln|(q+2k)/(q-2k)|+kq/2$. With $x=q/2k_F$ and the density of states at the Fermi level $D=k_F/\pi^2$,

$$-\chi_0=D\,g(x),\qquad g(x)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|, \tag{10}$$

so $q^2\epsilon=q^2+4\pi D\,g$. At small $q$, for a localized spherical impurity charge, $w$ is a smooth function of $q^2$, and no Coulomb tail survives.

At $q=2k_F$ there is a weak singularity. With $p=q-2k_F$, the singular part of $g$ is $(p/4k_F)\ln|p|$. Let $v=4\pi|\rho|/(q^2\epsilon)$ at $q=2k_F$ be the magnitude of the screened potential. Expanding (9) to first order in the singular part gives

$$w_s=-Dv^2\frac{p}{4k_F}\ln|p|=-\frac{v^2}{4\pi^2}\,p\ln|p| .$$

After the angular integration, $W(R)=(2\pi^2R)^{-1}\int_0^\infty q\,w(q)\sin(qR)\,dq$. The transform of $\ln|p|$ is $-\pi/R$, as follows from that of its derivative, $\int e^{ipR}p^{-1}dp=i\pi$ (principal value). Differentiating with respect to $R$ gives $\int p\ln|p|\,e^{ipR}dp=-i\pi/R^2$. The singular point therefore contributes

$$W(R)\to\frac{2k_F}{2\pi^2R}\left(-\frac{v^2}{4\pi^2}\right)\mathrm{Im}\left[-\frac{i\pi}{R^2}e^{2ik_FR}\right],$$

$$\boxed{W(R)\to\frac{k_Fv^2}{4\pi^3}\,\frac{\cos(2k_FR)}{R^3}} \tag{11}$$

This coefficient holds for weak, equal impurities. Strong scattering changes the phase of the density ripple, as (7) shows, so (11) should not be used there without a new derivation.

## 5. The supercell

Consider a cubic cell of side $L$ and volume $\Omega=L^3$, with a rigid lattice and converged $k$-point sampling. By (9), the quadratic energy per cell is $(2\Omega)^{-1}\sum_Gw(G)$, and that of an isolated impurity is $\frac12W(0)$. Poisson summation, $\Omega^{-1}\sum_Gw(G)=\sum_RW(R)$, gives the image energy

$$\boxed{E_{\rm im}=\frac12\left[\frac1\Omega\sum_Gw(G)-W(0)\right]=\frac12\sum_{R\ne0}W(R)} \tag{12}$$

With (11) and integer vectors $\mathbf m$,

$$E_{\rm im}\simeq\frac{k_Fv^2}{8\pi^3L^3}\sum_{\mathbf m\ne0}\frac{\cos(2k_FL|\mathbf m|)}{|\mathbf m|^3}. \tag{13}$$

The sum is not absolutely convergent, so the order of summation must be stated: partial sums over growing spheres converge slowly, and a smooth cutoff of growing width approaches the same limit. The prefactor falls as $L^{-3}$, but the sum changes sign with $k_FL$. A straight-line fit in $L^{-3}$ through a few sizes is therefore unsafe. A shell of images with given $|\mathbf m|$ oscillates in $L$ with period $\pi/(k_F|\mathbf m|)$. The nearest shell has the longest period, $\pi/k_F$, and farther shells add faster variation, so tracing the oscillation needs sizes spaced well below $\pi/k_F$.

The $G=0$ term deserves care. Since $g(0)=1$, $w(0)=Z^2/D$, and the term is

$$E_0=\frac{Z^2}{2D\Omega}. \tag{14}$$

It is the cost of compressing the electron gas. A neutral cell contains $Z$ added electrons, which raise the mean density by $Z/\Omega$. The second derivative of the kinetic energy density is $1/D$, so the second-order cost is $\frac12\Omega D^{-1}(Z/\Omega)^2$. Equation (12) includes this term.

If the cell instead keeps the host's electron number and a uniform background cancels $Z$, the mean electron density does not change and $E_0$ is absent. Adding $Z\mu_0$, where $\mu_0$ is the host chemical potential relative to the average electrostatic potential, then leaves an error $E_{\rm im}-E_0$ relative to the isolated impurity. Its second part does not oscillate.

## 6. Worked numbers

**A strong impurity.** Take $k_F=1$ bohr$^{-1}$ and a square well of radius $A=2$ bohr and depth $V_0$. With $\kappa=\sqrt{k^2+2V_0}$ and $\Lambda=\kappa j_l'(\kappa A)/j_l(\kappa A)$, matching logarithmic derivatives to $\cos\delta_l\,j_l(kr)-\sin\delta_l\,y_l(kr)$ gives

$$\tan\delta_l=\frac{k\,j_l'(kA)-\Lambda j_l(kA)}{k\,y_l'(kA)-\Lambda y_l(kA)} .$$

Here $j_l$ and $y_l$ are spherical Bessel functions, and primes denote derivatives with respect to their arguments. The arctangent leaves a multiple of $\pi$ open, which is fixed by following $\delta_l$ down from large $k$. A root search for $\Delta N=2$ gives $V_0=0.4807$ hartree. This enforces the correct total charge but does not make the well self-consistent.

| $l$ | $\delta_l(k_F)$ (rad) | electrons |
|---|---:|---:|
| 0 | 0.8938 | 0.5690 |
| 1 | 0.6273 | 1.1981 |
| 2 | 0.0673 | 0.2143 |
| 3 | 0.0039 | 0.0176 |
| 4 | 0.0002 | 0.0009 |

The last column is $(2/\pi)(2l+1)\delta_l$, and it sums to 2.000. The well binds one s level at $-0.0425$ hartree, so $\delta_0(0)=\pi$. Its two electrons already account for $Z$, and (4) gives a net continuum contribution of $2-2=0$. Integrating the density built from the wavefunctions to about 60 bohr, averaged over the last two ripple periods, gives 2.000 bound and 0.000 continuum electrons. The continuum is still rearranged in space.

Inserting the phases in (6) gives $\mathrm{Re}\,S=0.4883-1.4257+0.3357-0.0276+0.0014\approx-0.628$ and, likewise, $\mathrm{Im}\,S=-0.404$. Thus $|S|=0.746$, $\arg S=-2.570$ rad, and with $r$ in bohr

$$\delta n(r)\simeq-\frac{0.0378}{r^3}\cos(2r-2.570)\ \text{bohr}^{-3}.$$

Numerical integration of (2) over one ripple period starting at 100, 200 and 400 bohr differs from this law by at most 4.1%, 2.1% and 1.0% of the local amplitude. The halving agrees with a relative correction of order $1/r$. For $k_BT=0.002$ hartree and $r=200$ bohr, $X=2.51$ and the damping factor is 0.41.

**A linear-response impurity in a supercell.** Take $Z=1$ with charge density proportional to $e^{-r^2/s^2}$ and $s=0.5$ bohr, treated in linear response. A unit charge is not weak at this host density: the linear density change at its centre is 1.7 times the host density. The numbers below therefore illustrate (11)–(14) within the quadratic model and do not predict the energy of a real unit charge. Every energy in the model scales as $Z^2$, so they can be rescaled to a small $Z$. Then $\rho(2k_F)=e^{-1/4}=0.779$. As $g(1)=\frac12$, $q^2\epsilon=4+2/\pi=4.637$, and

$$v=\frac{4\pi(0.779)}{4.637}=2.11\ \text{hartree bohr}^3,\qquad \frac{k_Fv^2}{4\pi^3}=0.0359\ \text{hartree bohr}^3 .$$

Numerical Fourier integration of $w$ departs from (11) by at most 5.4%, 2.5% and 1.2% of the amplitude over one period starting at 50, 100 and 200 bohr.

The next table compares the reciprocal-space form of (12) with the asymptotic sum (13), evaluated with the cutoff factor $e^{-(|\mathbf m|/20)^2}$.

| $L$ (bohr) | from (12) (microhartree) | from (13) (microhartree) |
|---:|---:|---:|
| 48 | −0.64 | −0.70 |
| 49 | 0.30 | 0.35 |
| 50 | −0.09 | −0.06 |
| 51 | 0.81 | 0.74 |
| 52 | −0.95 | −0.96 |
| 53 | 0.74 | 0.73 |
| 54 | 0.04 | −0.02 |

At 54 bohr the sum nearly cancels. The asymptotic value there depends on the cutoff: it moves from −0.02 to −0.003 microhartree as the width is raised from 20 to 80, against 0.04 from (12), so near a cancellation the law does not fix the sign. Over 13 sizes from 48 to 54 bohr in steps of 0.5 bohr, the root-mean-square (rms) image energy is 0.74 microhartree (0.020 meV), and the rms difference between the two forms is 8% of it. Part of this comes from the cutoff rather than from the asymptotic law: with a width of 80 in place of 20 the difference falls to 5%.

Nearest images alone do not suffice. At $L=48$ bohr they give $3(0.0359/48^3)\cos96=-0.18$ microhartree, against $-0.70$ for the sum with cutoff width 20 and $-0.69$ for the converged sum.

The compression term at the same size is

$$E_0=\frac{1}{2(0.1013)(48^3)}=4.46\times10^{-5}\ \text{hartree}=1.21\ \text{meV},$$

about 61 times the rms image energy of the 13 cells, most of which are larger. $E_0$ and the scale of the image energy both fall as $1/\Omega$. With this volume factor removed, the ratio for these 13 cells is about 50. At this density, the electron count of the cell matters far more in the model than the Friedel ripple. The margin shrinks at lower density: with the same $s$ and the same range of $k_FL$, the ratio is about 22, 11 and 6 for $k_F=0.72$, 0.49 and 0.34 bohr$^{-1}$. Exchange, omitted in the RPA, would multiply the compression term by $1-1/(\pi k_F)$, which is 0.68 at $k_F=1$ and 0.35 at $k_F=0.49$ bohr$^{-1}$, so these ratios should not be carried over to real metals.

## 7. Use and limits

1. To apply (5), follow each phase continuously from large $k$, and increase the largest $l$ until the sum is stable.
2. For a neutral metallic cell, include the added electrons and compare several sizes. In this model $L$ is continuous. In a cubic crystal with $N$ conduction electrons per cell of side $a$, $L$ steps by $a$ and $k_Fa=(3\pi^2N)^{1/3}$, so each step is about one period $\pi/k_F$ or more, and the sizes sample the oscillation without resolving it. For a charged cell with a uniform background, add $Z\mu_0$ and the compression term before looking for the oscillation; the form (14) of that term holds for a weak impurity within the RPA.
3. Converge the $k$-point mesh at each size. The derivation uses a continuous integral up to the Fermi edge, which a coarse mesh does not represent.
4. Treat elastic relaxation separately, since it lies outside the rigid-lattice model. A non-spherical Fermi surface or a disordered host also requires a different calculation of the tail.
